# Phonon occupation of a symmetric junction damped only by electrons

## The number to be explained

A vibration with a quantum of 40 meV sits in a junction whose leads are at 4.2 K. At a bias of 0.20 V the model below gives it a mean occupation of one quantum, which an oscillator in equilibrium would have at about 670 K. The electron–vibration coupling, 30 meV here, does not enter this occupation. Within the weak-coupling regime, a smaller coupling slows the approach to one quantum but leaves the value unchanged.

The reason is that the electrons both excite and damp the vibration, and both rates are proportional to the coupling squared. Their ratio depends on the energy windows open to the electrons and on how the vibration connects the two leads.

## Model and conventions

One orbital of energy \(\varepsilon_0\) is coupled to leads \(a=L,R\), with Fermi levels \(\mu_L=eV/2\) and \(\mu_R=-eV/2\), \(eV>0\). Energies are measured from their midpoint, and \(\varepsilon_0\) is held fixed as the bias changes. In the wide-band model the level widths

\[
\Gamma_a=2\pi\sum_k |t_{ak}|^2\,\delta(E-\varepsilon_{ak}),\qquad \Gamma=\Gamma_L+\Gamma_R,
\]

do not depend on energy. Write \(\Omega=\hbar\omega\) for the vibrational quantum. The vibration and its coupling are

\[
H_{\rm ph}=\Omega\, b^\dagger b,\qquad
H_{\rm int}=\lambda\,(b+b^\dagger)\,\delta N .
\]

Here \(\delta N\) is the deviation of the orbital's electron number, both spins included, from its mean. The mean force only displaces the rest position and shifts the level, and both are absorbed in the parameters. The electrons do not otherwise interact, and \(\omega\) is the frequency after its small shift by the electrons.

The result holds to leading order in \(\lambda^2\), for a damping rate \(\gamma\ll\omega\), equal widths, leads at zero temperature and no other energy loss from the vibration. It also assumes an orbital spectral weight that is constant within \(eV/2+\Omega\) of the midpoint, the range of energies that the electrons use.

## Transition rates

Let an electron arrive from lead \(a\) in state \(k\) with energy \(E\). Eliminating the lead amplitudes from the Schrödinger equation gives its amplitude \(\psi_d\) on the orbital:

\[
\Big(E-\varepsilon_0-\sum_{bq}\frac{|t_{bq}|^2}{E-\varepsilon_{bq}+i0}\Big)\psi_d=t_{ak}^*,
\qquad
\psi_d=\frac{t_{ak}^*}{E-\varepsilon_0+i\Gamma/2}.
\]

In the wide-band limit the sum is \(-i\Gamma/2\). Squaring \(\psi_d\) and multiplying by the density of incoming states turns \(|t_{ak}|^2\) into \(\Gamma_a/2\pi\). The orbital weight per unit energy is therefore \(A_a(E)/2\pi\), with

\[
A_a(E)=\frac{\Gamma_a}{(E-\varepsilon_0)^2+\Gamma^2/4}.
\]

Let \(x\) be the energy given to the electron. For a transition from \(a\) to \(b\), the squared electronic matrix element is \(A_a(E)A_b(E+x)/4\pi^2\). Fermi's golden rule, with a factor 2 for spin, gives

\[
R(x)=\frac{2\pi}{\hbar}\,\frac{2\lambda^2}{4\pi^2}\sum_{ab}\int dE\,A_a(E)A_b(E+x)\,f_a(E)\,[1-f_b(E+x)] ,
\]

so the prefactor is \(\lambda^2/\pi\hbar\). The squared oscillator matrix elements are \(m\) for \(m\to m-1\) and \(m+1\) for \(m\to m+1\). The full rates are thus \(mR_\downarrow\) and \((m+1)R_\uparrow\), where \(R_\downarrow=R(\Omega)\) and \(R_\uparrow=R(-\Omega)\).

## Counting the windows

Take \(A_L=A_R=A\), constant in energy. At zero temperature the initial state must satisfy \(E<\mu_a\) and the final state \(E+x>\mu_b\). The energy integral is then the length of the interval from \(\mu_b-x\) to \(\mu_a\):

\[
\ell_{ab}(x)=\max(0,\ \mu_a-\mu_b+x).
\]

For \(eV>\Omega\) the lengths are:

| Path | Emission, \(x=-\Omega\) | Absorption, \(x=+\Omega\) |
|---|---|---|
| L to L | 0 | \(\Omega\) |
| R to R | 0 | \(\Omega\) |
| L to R | \(eV-\Omega\) | \(eV+\Omega\) |
| R to L | 0 | 0 |

Adding the columns gives

\[
R_\uparrow=\frac{\lambda^2A^2}{\pi\hbar}(eV-\Omega),\qquad
R_\downarrow=\frac{\lambda^2A^2}{\pi\hbar}(eV+3\Omega).
\]

Absorption by electrons that return to their own lead carries no net current, but it supplies half of the damping found next.

## Stationary occupation

Let \(P_m\) be the probability of \(m\) quanta and \(n=\sum_m mP_m\). Each upward step raises \(n\) by one and each downward step lowers it by one:

\[
\frac{dn}{dt}=R_\uparrow\sum_m(m+1)P_m-R_\downarrow\sum_m mP_m
=R_\uparrow-(R_\downarrow-R_\uparrow)\,n .
\]

The damping rate is the difference of the two rates:

\[
\gamma=R_\downarrow-R_\uparrow
=\frac{\lambda^2A^2}{\pi\hbar}\,\big[(eV+3\Omega)-(eV-\Omega)\big]
=\frac{4\lambda^2A^2\,\Omega}{\pi\hbar}.
\]

The bias has cancelled. Setting \(dn/dt=0\) gives

\[
n=\frac{R_\uparrow}{\gamma}=\frac{eV-\Omega}{4\Omega}
=\frac14\left(\frac{eV}{\hbar\omega}-1\right),\qquad eV>\hbar\omega .
\]

For \(eV<\Omega\), no emission window is open. The R-to-L absorption window now has length \(\Omega-eV\), so the absorption sum is \(2\Omega+(eV+\Omega)+(\Omega-eV)=4\Omega\). The damping is unchanged and \(n=0\).

The distribution follows from zero net flow between neighbouring rungs. From \((m+1)R_\uparrow P_m=(m+1)R_\downarrow P_{m+1}\),

\[
\frac{P_{m+1}}{P_m}=\frac{R_\uparrow}{R_\downarrow}
=\frac{eV-\Omega}{eV+3\Omega}=\frac{n}{n+1}.
\]

These populations are those of a thermal oscillator with

\[
k_BT_{\rm eff}=\frac{\Omega}{\ln(1+1/n)} .
\]

For \(n\gg1\), expanding the logarithm gives \(k_BT_{\rm eff}\approx(n+\tfrac12)\Omega=(eV+\Omega)/4\), so the ratio of \(k_BT_{\rm eff}\) to \(eV/4\) tends to one.

## When the prefactor is not one quarter

Mirror symmetry and wide bands do not by themselves give the factor 1/4. For several orbitals, let \(\lambda M\) be the coupling matrix and \(A_a\) the spectral matrix of states arriving from lead \(a\). The product \(A_aA_b\) is then replaced by

\[
T_{ab}=\mathrm{Tr}\,[M A_a M A_b]\ge 0,\qquad T_{LR}=T_{RL}.
\]

The inequality holds because \(T_{ab}\) is a sum of squared matrix elements, and the equality because a trace is cyclic. Above threshold, emission has weight \(T_{LR}(eV-\Omega)\). Absorption has weight \((T_{LL}+T_{RR})\Omega+T_{LR}(eV+\Omega)\). Subtracting the first from the second gives the damping, and hence

\[
n=\chi\left(\frac{eV}{\Omega}-1\right),\qquad
\chi=\frac{T_{LR}}{T_{LL}+T_{RR}+2T_{LR}},\qquad 0\le\chi\le\tfrac12 .
\]

For one orbital \(T_{ab}\propto\Gamma_a\Gamma_b\), so \(\chi=\Gamma_L\Gamma_R/\Gamma^2\). This is largest, 1/4, for equal widths.

Two equal sites at zero energy show how much the form of the vibration matters. Let the hopping element be \(-t\) and let each site have width \(2g\) to its own lead. At \(E=0\) the amplitudes solve

\[
\begin{pmatrix} ig & t\\ t & ig\end{pmatrix}\psi=\text{source},
\qquad
\psi_L\propto\begin{pmatrix} ig\\ -t\end{pmatrix},\quad
\psi_R\propto\begin{pmatrix} -t\\ ig\end{pmatrix}.
\]

A bond vibration modulates the hopping, so \(M\) has unit off-diagonal elements. Then

\[
\psi_L^\dagger M\psi_L=(-ig)(-t)+(-t)(ig)=0,
\]
\[
\psi_L^\dagger M\psi_R=(-ig)(ig)+(-t)(-t)=g^2+t^2 .
\]

The R–R element vanishes in the same way. Damping within a lead is absent, and \(\chi=1/2\).

A vibration that raises one site and lowers the other has \(M=\mathrm{diag}(1,-1)\). Its L–L and R–R elements are \(\pm(g^2-t^2)\), and its L–R element is \(2igt\). Therefore

\[
\chi=\frac{4g^2t^2}{2(g^2-t^2)^2+8g^2t^2}=\frac{2g^2t^2}{(g^2+t^2)^2}.
\]

For \(t=g/4\) this is 0.11. An implementation for a real molecule should compute \(T_{ab}\) and not infer \(\chi\) from the shape of the junction.

## Warm leads and other energy loss

Keep the orbital flat and let both leads have temperature \(T\). Define \(y=\mu_a-\mu_b+x\), and let \(J(y)\) be the energy integral for the transition from \(a\) to \(b\). The Fermi functions make the reverse integral \(e^{-y/k_BT}J(y)\). The difference of the two is \(\int dE\,[f_a(E)-f_b(E+x)]=y\). Hence

\[
J(y)=\frac{y}{1-e^{-y/k_BT}} .
\]

The sum of absorption minus emission windows is still \(4\Omega\), because the bias terms cancel between L-to-R and R-to-L. For one symmetric orbital,

\[
n=\frac{2J(-\Omega)+J(eV-\Omega)+J(-eV-\Omega)}{4\Omega}.
\]

At zero bias this reduces to the Planck occupation.

If the vibration also loses energy at a rate \(\gamma_{\rm ext}\) to a bath at zero temperature, only the downward rate grows. With \(n_0\) the occupation without that loss,

\[
n=\frac{R_\uparrow}{\gamma+\gamma_{\rm ext}}=n_0\,\frac{\gamma}{\gamma+\gamma_{\rm ext}} .
\]

The coupling has returned through \(\gamma\). Independence of \(\lambda\) therefore requires \(\gamma_{\rm ext}\ll\gamma\).

## Worked example

The inputs are \(\Omega=40\) meV, \(\Gamma_L=\Gamma_R=1\) eV, \(\varepsilon_0=0.5\) eV, \(\lambda=30\) meV and \(eV=200\) meV. The emission window is \(200-40=160\) meV and the absorption windows add up to \(200+120=320\) meV. Thus

\[
n=\frac{160}{320-160}=1,\qquad \frac{P_{m+1}}{P_m}=\frac12,\qquad
T_{\rm eff}=\frac{40\ \text{meV}}{k_B\ln2}\approx670\ \text{K}.
\]

The total spectral weight at the midpoint is \(2A=2/(0.25+1)=1.6\) eV\(^{-1}\). The damping is

\[
\hbar\gamma=\frac{(0.030)^2(1.6)^2(0.040)}{\pi}\ \text{eV}=0.029\ \text{meV},
\]

a lifetime \(1/\gamma\) of 22 ps. Since \(dn/dt=\gamma(n_0-n)\), this is also the time constant of the exponential approach to the stationary value. The ratio \(\gamma/\omega=7\times10^{-4}\) is small, as required.

The elastic transmission is \(\Gamma_L\Gamma_R/(\varepsilon_0^2+\Gamma^2/4)=0.80\). Taken constant over the bias window, it gives a current of 12.4 µA, or about \(7.7\times10^4\) electrons per nanosecond. Quanta are emitted at \((n+1)R_\uparrow=2\times44.6\approx89\) per nanosecond, about one for every 900 electrons, and are absorbed at the same rate.

Replacing the flat orbital by its full Lorentzian, with the window integrals done by Gauss–Legendre quadrature, changes little at zero temperature:

| Bias (V) | Flat orbital | Full Lorentzian |
|---|---|---|
| 0.08 | 0.250 | 0.250 |
| 0.12 | 0.500 | 0.500 |
| 0.20 | 1.000 | 0.998 |
| 0.30 | 1.625 | 1.618 |

The orbital is off-centre, so its spectral weight has a slope, yet the slope drops out at first order. If \(A(E)\approx A_0(1+sE)\), the product of the two weights is \(A_0^2[1+s(2E+x)]\). Its average over a window is \(A_0^2[1+s(\mu_a+\mu_b)]\). The slope term is zero for L to R, and it is opposite for the equal L-to-L and R-to-R windows.

## Size of what is left out

**Finite damping.** With \(X=b+b^\dagger\), the equation of motion is \(\ddot X+\gamma\dot X+\omega^2X=-2\omega\lambda\,\delta N/\hbar\), where \(\delta N\) now denotes the electrons' own noise. Hence

\[
\langle X^2\rangle=\int_{-\infty}^{\infty}\frac{d\nu}{2\pi}\,
\frac{2\omega^2\,[R(\hbar\nu)+R(-\hbar\nu)]}{(\omega^2-\nu^2)^2+\gamma^2\nu^2}.
\]

For small \(\gamma\) the peaks at \(\pm\omega\) dominate. The integral of the inverse denominator is \(\pi/\gamma\omega^2\), so \(\langle X^2\rangle\to(R_\downarrow+R_\uparrow)/\gamma=2n+1\). Numerical integration for the example lowers \((\langle X^2\rangle-1)/2\) by \(6\times10^{-5}\). The occupation also contains the momentum fluctuation, whose integrand has an extra factor \(\nu^2/\omega^2\) and therefore a heavier high-frequency tail. With the full Lorentzian orbital, the two parts together raise \(n\) by about \(2\times10^{-4}\). Other corrections of higher order in \(\lambda\) are not included.

**Frequency shift.** The static response of the orbital charge adds \(-K\lambda^2X^2/2\) to the potential \(\Omega X^2/4\), where \(K=-\partial N/\partial\varepsilon_0\). The quantum becomes \(\Omega\sqrt{1-2K\lambda^2/\Omega}\), which is 0.46 meV lower with \(K\) found by numerical differentiation. If 40 meV were the bare quantum, \(n\) would rise by about \(200\times0.46/(4\times40^2)=0.014\).

**Level motion and charging.** The vibration moves the level by \(\lambda\sqrt{2n+1}=52\) meV rms, small beside \(\Gamma=2\) eV. The change in orbital charge between zero bias and 0.20 V, multiplied by an assumed repulsion of 1 eV, gives a level shift of 2 meV if the charge does not respond to that shift. Letting it respond self-consistently reduces the shift to 1.3 meV, or to 0.8 meV if only electrons of opposite spin repel. This mean-field estimate says nothing about electron correlation.

**Anharmonicity.** The probability of 25 or more quanta, an energy of 1 eV, is \(2^{-25}=3\times10^{-8}\). The harmonic ladder is therefore rarely tested that high, though lower rungs may already be unevenly spaced.

## Beside a real junction

The parameters are meant for the rough regime of a benzene molecule bonded directly between platinum electrodes, with strong electronic coupling and a conductance near one quantum. The level, widths and coupling are round model values. Three assumptions deserve attention:

- **No external damping.** Platinum's own vibrations end at roughly 25 meV, so a 40 meV quantum cannot decay into a single harmonic lattice phonon, but other decay routes remain. Assumed external lifetimes of 100 ps and 10 ps reduce \(n\) from 1 to 0.82 and 0.31.
- **One symmetric orbital.** Several orbitals can contribute in the real contact. At this bias \(eV/\Omega-1=4\), so for spectral weights constant in energy the allowed range of \(\chi\) permits any \(n\) from 0 to 2. The upper limit does not hold once the weights vary with energy. One flat orbital with widths in the ratio 2:1 gives 0.89. For the full Lorentzian with the same total width, the slope no longer cancels: \(n\) is 0.84 if the lead with the higher Fermi level is the more strongly coupled one, and 0.94 if it is the other.
- **Cold leads.** At 300 K the flat-orbital value is 1.14, against 0.27 at zero bias.

For given \(\chi\), spectral weights that do not depend on energy, and cold leads and surroundings, the formula without external damping is an upper estimate to leading order in \(\lambda^2\). Under the same conditions it becomes a prediction when \(\gamma_{\rm ext}\) is known to be much smaller than \(\gamma\). Spectral weights that vary with energy can move \(n\) to either side of it, and for narrow levels the change is large. With \(\Gamma_L=\Gamma_R=0.1\) eV at the bias of the example, \(n\) runs from about 0.4 to 2.7 as \(\varepsilon_0\) goes from 0 to 0.6 eV. With two narrow, detuned sites, \(R_\downarrow-R_\uparrow\) can become negative, and these rates then give no stationary occupation.
